# Kramers-structured matrices as quaternion matrices A + Bj

## Result

Take $n$ Kramers pairs of spin-1/2 functions. A $2n\times2n$ complex matrix that commutes with time reversal has the form

$$M=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix},$$

with arbitrary complex $n\times n$ blocks $A$ and $B$, and every matrix of this form commutes with time reversal. The star means complex conjugation without transposition. With the assignment

$$1\to I,\qquad \mathbf i\to i\sigma_z,\qquad \mathbf j\to i\sigma_y,\qquad \mathbf k\to i\sigma_x ,$$

$M$ is the $n\times n$ quaternion matrix $Q=A+B\mathbf j$, and products go over into products:

$$(A+B\mathbf j)(C+D\mathbf j)=(AC-BD^*)+(AD+BC^*)\,\mathbf j .$$

Bold letters are quaternion units; the plain $i$ is the ordinary imaginary unit. When a complex matrix such as $A$ is written inside $Q$, its $i$ is read as $\mathbf i$.

## One Kramers pair

**The units.** The three matrices are

$$i\sigma_z=\begin{pmatrix}i&0\\0&-i\end{pmatrix},\quad
i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\quad
i\sigma_x=\begin{pmatrix}0&i\\i&0\end{pmatrix}.$$

Each squares to $-I$, because $\sigma_c^2=I$ and $i^2=-1$. Multiplying the first two in both orders gives

$$(i\sigma_z)(i\sigma_y)=\begin{pmatrix}0&i\\i&0\end{pmatrix}=i\sigma_x,\qquad
(i\sigma_y)(i\sigma_z)=\begin{pmatrix}0&-i\\-i&0\end{pmatrix}=-i\sigma_x .$$

Hence $\mathbf{ij}=\mathbf k$ and $\mathbf{ji}=-\mathbf k$. The other products follow:

$$\mathbf{jk}=\mathbf j(\mathbf{ij})=-\mathbf j(\mathbf{ji})=-\mathbf j^2\mathbf i=\mathbf i,\qquad
\mathbf{ki}=(\mathbf{ij})\mathbf i=-(\mathbf{ji})\mathbf i=-\mathbf j\,\mathbf i^2=\mathbf j,$$

$$\mathbf{kj}=\mathbf i\,\mathbf j^2=-\mathbf i,\qquad \mathbf{ik}=\mathbf i^2\mathbf j=-\mathbf j .$$

These are Hamilton's rules. The order $z,y,x$ matters: $(i\sigma_x)(i\sigma_y)=-\sigma_x\sigma_y=-i\sigma_z$, so the assignment in the order $x,y,z$ would give $\mathbf{ij}=-\mathbf k$.

**A general quaternion.** Let $a=a_0+ia_1$ and $b=b_0+ib_1$, with real $a_0,a_1,b_0,b_1$. Since $\mathbf{ij}=\mathbf k$,

$$a+b\,\mathbf j=a_0+a_1\mathbf i+b_0\mathbf j+b_1\mathbf k .$$

Inserting the matrices gives

$$\begin{pmatrix}a_0+ia_1&b_0+ib_1\\-b_0+ib_1&a_0-ia_1\end{pmatrix}
=\begin{pmatrix}a&b\\-b^*&a^*\end{pmatrix}.$$

This is the stated form for $n=1$.

**A product in integers.** Moving $\mathbf j$ past a complex number conjugates it:

$$\mathbf j(c_0+c_1\mathbf i)=c_0\mathbf j-c_1\mathbf{ij}=(c_0-c_1\mathbf i)\,\mathbf j,\qquad\text{so}\qquad \mathbf j\,c=c^*\mathbf j .$$

Take $q_1=(1+2\mathbf i)+(3-\mathbf i)\mathbf j$ and $q_2=(2-\mathbf i)+(1+\mathbf i)\mathbf j$. The part of $q_1q_2$ without $\mathbf j$ is

$$(1+2\mathbf i)(2-\mathbf i)-(3-\mathbf i)(1-\mathbf i)=(4+3\mathbf i)-(2-4\mathbf i)=2+7\mathbf i .$$

The minus sign comes from $\mathbf j^2=-1$, and the conjugate of $1+\mathbf i$ from moving $\mathbf j$ to the right. The factor in front of $\mathbf j$ is

$$(1+2\mathbf i)(1+\mathbf i)+(3-\mathbf i)(2+\mathbf i)=(-1+3\mathbf i)+(7+\mathbf i)=6+4\mathbf i .$$

So $q_1q_2=2+7\mathbf i+6\mathbf j+4\mathbf k$. The other order gives $q_2q_1=2-\mathbf i+8\mathbf j-6\mathbf k$, so the factors may not be exchanged.

The determinant of the $2\times2$ matrix is $|a|^2+|b|^2$, the sum of the four squared parts. Determinants multiply, so these sums must too. They are 15 for $q_1$, 7 for $q_2$ and $105=15\times7$ for the product.

**Limit $b=0$.** The matrix becomes $\mathrm{diag}(a,a^*)$, and the product rule reduces to multiplication of complex numbers, which commute.

## Where the structure comes from

The time-reversal operator $T$ of a spin-1/2 particle is antiunitary:

$$T(cf)=c^*Tf,\qquad \langle Tf|Tg\rangle=\langle f|g\rangle^*,\qquad T^2=-1 .$$

With $T=-i\sigma_yK$, where $K$ is complex conjugation, the spin functions obey $T\alpha=\beta$ and $T\beta=-\alpha$. From functions $\varphi_p$ define partners $\bar\varphi_p=T\varphi_p$. Then $T\bar\varphi_p=T^2\varphi_p=-\varphi_p$. The basis is ordered $\varphi_1,\dots,\varphi_n,\bar\varphi_1,\dots,\bar\varphi_n$ and taken to be orthonormal.

Let $F$ be a linear operator with $FT=TF$. For two barred functions,

$$F_{\bar p\bar q}=\langle T\varphi_p|FT\varphi_q\rangle=\langle T\varphi_p|TF\varphi_q\rangle=\langle\varphi_p|F\varphi_q\rangle^*=F_{pq}^* .$$

For a barred function on the left alone, insert $\varphi_q=-T\bar\varphi_q$:

$$F_{\bar pq}=-\langle T\varphi_p|FT\bar\varphi_q\rangle=-\langle T\varphi_p|TF\bar\varphi_q\rangle=-F_{p\bar q}^* .$$

With $A_{pq}=F_{pq}$ and $B_{pq}=F_{p\bar q}$, these two lines are the block form $M$. They do not require $\varphi_p$ to have pure spin $\alpha$, and they do not use orthogonality. Orthonormality is needed when products of these matrices of elements are to represent operator products directly; in a non-orthogonal basis the inverse overlap matrix must stand between the factors. In addition, the sum over intermediate states must be complete. For a product $FG$ this holds if $G$ maps the space spanned by the basis into itself, or if $F^\dagger$ does; otherwise the sum can miss contributions from outside the space.

**The converse.** Let a vector have coefficients $(a,b)$ on the unbarred and barred functions. Then

$$T\sum_p(a_p\varphi_p+b_p\bar\varphi_p)=\sum_p(a_p^*\bar\varphi_p-b_p^*\varphi_p),$$

so $T$ acts on coefficients as $(a,b)\to(-b^*,a^*)$. For a general matrix with blocks $P,B$ in the upper row and $R,S$ in the lower row,

$$MT(a,b)=(Ba^*-Pb^*,\;Sa^*-Rb^*),$$
$$TM(a,b)=(-R^*a^*-S^*b^*,\;P^*a^*+B^*b^*).$$

These agree for all $a,b$ when $B=-R^*$, $P=S^*$, $S=P^*$ and $R=-B^*$. The last two conditions repeat the first two. Nothing else is imposed, so $P=A$ and $B$ are free.

**Count.** Two free complex blocks contain $4n^2$ real numbers, while a general $2n\times2n$ complex matrix contains $8n^2$. For $n=2$ the numerical check solves the commutation condition as a linear system without assuming the block form. It finds 16 free parameters out of 32, and each solution has the block structure.

## From one pair to n pairs

Split the blocks into real matrices, $A=Q_0+iQ_1$ and $B=Q_2+iQ_3$. The one-pair result, applied to each element, gives

$$M=I\otimes Q_0+i\sigma_z\otimes Q_1+i\sigma_y\otimes Q_2+i\sigma_x\otimes Q_3 ,$$

where the first factor selects the block and the second the position within it. The corresponding quaternion matrix is

$$Q=Q_0+Q_1\mathbf i+Q_2\mathbf j+Q_3\mathbf k=(Q_0+Q_1\mathbf i)+(Q_2+Q_3\mathbf i)\mathbf j=A+B\mathbf j .$$

The correspondence is one to one, because the upper blocks of $M$ are $A$ and $B$ themselves. Equivalently, the quaternion $Q_{pq}$ holds the four elements of $M$ that connect the pair $q$ with the pair $p$.

**Products.** Real matrices commute with the units, so $\mathbf jC=C^*\mathbf j$ holds for a complex matrix $C$ as it did for a number. Therefore

$$B\mathbf j\,C=BC^*\mathbf j,\qquad B\mathbf j\,D\mathbf j=BD^*\mathbf j^2=-BD^* .$$

Adding $AC$ and $AD\mathbf j$ gives the product rule stated at the start. The complex matrices give

$$\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}\begin{pmatrix}C&D\\-D^*&C^*\end{pmatrix}
=\begin{pmatrix}AC-BD^*&AD+BC^*\\-B^*C-A^*D^*&A^*C^*-B^*D\end{pmatrix}.$$

The upper blocks are those of the quaternion product. The lower left block is $-(AD+BC^*)^*$, and the lower right block is $(AC-BD^*)^*$. The product has the Kramers structure again, which is the closure to be shown. The physical reason is short: if $M$ and $N$ commute with $T$, then $MNT=MTN=TMN$.

**A multiplication that is not allowed.** Sums and real multiples stay within the set, but multiplication of $M$ by the scalar $i$ does not. The upper left block of $iM$ is $iA$, whose conjugate is $-iA^*$, while the lower right block of $iM$ is $+iA^*$. This violates the structure unless $A=0$. Similarly, the off-diagonal blocks violate it unless $B=0$. The matrices thus form an algebra over the real numbers. Multiplying $Q$ from the left by the quaternion $\mathbf i$ is allowed, but this corresponds to multiplying $M$ by $i\sigma_z\otimes 1$, not by $i$.

**Limit without spin coupling.** If $B=0$, then $M=\mathrm{diag}(A,A^*)$. If $A$ is also real, the two blocks are identical. When the $\varphi_p$ are real orbitals times $\alpha$, this is the spin-free case, in which one $n\times n$ real matrix serves both spins. In other bases the same form can also occur with spin-orbit coupling, as the p shell below shows.

## Hermitian matrices and degeneracy

The conjugate of a quaternion reverses the signs of its $\mathbf i,\mathbf j,\mathbf k$ parts, so the conjugate of $a+b\mathbf j$ is $a^*-b\mathbf j$. The adjoint $Q^\dagger$ is the transpose with each element conjugated:

$$Q^\dagger=A^\dagger-B^{\mathsf T}\mathbf j .$$

For the complex matrix,

$$M^\dagger=\begin{pmatrix}A^\dagger&-B^{\mathsf T}\\B^\dagger&A^{\mathsf T}\end{pmatrix},$$

which is the matrix form of the same expression. Hence $M$ is Hermitian when $A^\dagger=A$ and $B^{\mathsf T}=-B$, and under no other condition.

Let $Mv=Ev$ with $M$ Hermitian, so that $E$ is real. Then $M(Tv)=T(Mv)=T(Ev)=E\,Tv$. The vector $Tv$ is orthogonal to $v$. To see this, put $f=v$ and $g=Tv$ in the antiunitary rule:

$$\langle Tv|T^2v\rangle=\langle v|Tv\rangle^*=\langle Tv|v\rangle .$$

The left side is $-\langle Tv|v\rangle$, so $\langle Tv|v\rangle=0$. Each level is therefore at least doubly degenerate. This is Kramers degeneracy.

**Limit $n=1$.** An antisymmetric $1\times1$ matrix vanishes, so $b=0$, and $a$ is real. A Hermitian operator that commutes with $T$ acts on a single pair as a real number and cannot split it.

## A p shell with spin-orbit coupling

Consider a model shell with real orbitals $p_x,p_y,p_z$, energies $d=(0,\,0.1,\,0.3)$ eV, and coupling $(\xi/\hbar^2)\,\mathbf L\cdot\mathbf S$ with $\xi=0.2$ eV. The parameters are round numbers and describe no particular material. The basis pairs are $\varphi_a=p_a\alpha$ and $\bar\varphi_a=p_a\beta$. Both $\mathbf L$ and $\mathbf S$ change sign under $T$, so their scalar product commutes with $T$.

**The quaternion matrix.** The orbitals are $x,y,z$ times a common radial factor. The angular momentum $\mathbf L=-i\hbar\,\mathbf r\times\nabla$ does not act on that factor, because the gradient of a radial function is parallel to $\mathbf r$. For the $z$ component,

$$L_zx=-i\hbar(x\partial_y-y\partial_x)x=i\hbar y,\qquad L_zy=-i\hbar x,\qquad L_zz=0 .$$

So $L_z=-i\hbar E_z$, where $(E_z)_{xy}=1$, $(E_z)_{yx}=-1$ and the other elements are zero. Cyclic exchange gives $(E_x)_{yz}=1$ and $(E_y)_{zx}=1$, with the opposite sign for exchanged indices. With $\mathbf S=\hbar\boldsymbol\sigma/2$ and $\lambda=\xi/2=0.1$ eV,

$$\frac{\xi}{\hbar^2}\sum_cS_cL_c=-\lambda\sum_c(i\sigma_c)\otimes E_c .$$

The factors of $\hbar$ cancel, and the matrices $i\sigma_c$ are the quaternion units. Therefore

$$Q=\mathrm{diag}(d)-\lambda(E_z\mathbf i+E_y\mathbf j+E_x\mathbf k)
=\begin{pmatrix}d_x&-\lambda\mathbf i&\lambda\mathbf j\\ \lambda\mathbf i&d_y&-\lambda\mathbf k\\ -\lambda\mathbf j&\lambda\mathbf k&d_z\end{pmatrix}.$$

**Making it real.** Let $U=\mathrm{diag}(1,\mathbf i,\mathbf j)$, so $U^\dagger=\mathrm{diag}(1,-\mathbf i,-\mathbf j)$ and $U^\dagger U=1$. By the product and adjoint rules, $U$ corresponds to a unitary $6\times6$ matrix, and $R=U^\dagger QU$ has the eigenvalues of $Q$. Its elements are

$$R_{xy}=(-\lambda\mathbf i)\mathbf i=\lambda,\qquad R_{xz}=(\lambda\mathbf j)\mathbf j=-\lambda,$$
$$R_{yz}=(-\mathbf i)(-\lambda\mathbf k)\mathbf j=\lambda\,\mathbf i(\mathbf{kj})=\lambda\,\mathbf i(-\mathbf i)=\lambda .$$

The diagonal is unchanged, and the lower half follows because $R$ is Hermitian and real:

$$R=\begin{pmatrix}d_x&\lambda&-\lambda\\ \lambda&d_y&\lambda\\ -\lambda&\lambda&d_z\end{pmatrix}
=\begin{pmatrix}0&0.1&-0.1\\0.1&0.1&0.1\\-0.1&0.1&0.3\end{pmatrix}\ \text{eV}.$$

A real quaternion matrix has $B=0$ and real $A$, which gives two identical real diagonal blocks, so the $6\times6$ matrix has become $\mathrm{diag}(R,R)$.

**Eigenvalues.** With $e_a=d_a-E$, the determinant condition is

$$e_xe_ye_z-2\lambda^3-\lambda^2(e_x+e_y+e_z)=0 .$$

Set $E=\lambda t$ and divide by $\lambda^3$:

$$(-t)(1-t)(3-t)-2-(4-3t)=0\quad\Longrightarrow\quad t^3-4t^2+6=0 .$$

The computed eigenvalues of $R$ are $-0.1086$, $0.1572$ and $0.3514$ eV, or $-1.740$, $2.519$ and $5.630$ in units of $10^{-20}$ J. Their sum is 0.4 eV, as the trace requires. Direct diagonalization of the $6\times6$ matrix gives the same three values, each twice.

**Eigenvectors.** The lowest eigenvector of $R$ is $y=(0.7844,-0.5302,0.3217)$. The quaternion eigenvector is $Uy=(y_1,\mathbf iy_2,\mathbf jy_3)$, which has the form $a+b\mathbf j$ with $a=(y_1,iy_2,0)$ and $b=(0,0,y_3)$. As a complex matrix it has two columns, and each is an eigenvector. The first is $(a,-b^*)$:

$$v=0.7844\,p_x\alpha-0.5302\,i\,p_y\alpha-0.3217\,p_z\beta .$$

The second column is $(b,a^*)$, which is $Tv$. Thus one quaternion vector holds a whole Kramers pair. The weight of spin $\beta$ in $v$ is $0.3217^2=0.1035$.

**Limit $d=0$.** With $w=(1,-1,1)$, the matrix becomes $R=\lambda(1-ww^{\mathsf T})$. Since $w^{\mathsf T}w=3$, the vector $w$ has eigenvalue $\lambda(1-3)=-\xi$, and the two directions orthogonal to $w$ have eigenvalue $\lambda=\xi/2$. After doubling, there are two states at $-0.2$ eV and four at $0.1$ eV. These are the $p_{1/2}$ and $p_{3/2}$ levels, and the program finds the same numbers.

## Where the quaternion form fails

A magnetic field $\mathcal B$ along $z$ adds, with spin factor 2,

$$H_Z=\frac{\mu_B\mathcal B}{\hbar}(L_z+2S_z)=\mu_B\mathcal B\,(\ell_z+\sigma_z),\qquad \ell_z=L_z/\hbar .$$

Here the field is external and is not reversed by $T$, so $H_Z$ changes sign under $T$. Its upper left block is $\mu_B\mathcal B(\ell_z+1)$ and its lower right block is $\mu_B\mathcal B(\ell_z-1)$. Because $\ell_z$ is imaginary, $\ell_z^*=-\ell_z$, and the second block is minus the conjugate of the first. The Kramers structure would require plus. The matrix $iH_Z$ does have the structure, since $T(iH_Z)=-iTH_Z=iH_ZT$. A time-odd matrix can therefore be stored as $-i$ times a quaternion matrix, but its sum with a time-even matrix is outside the algebra.

At 10 T, $\mu_B\mathcal B=5.788\times10^{-4}$ eV, and the lowest pair splits by $4.50\times10^{-5}$ eV. To first order in the field the splitting follows from $v$. The states $v$ and $Tv$ are not coupled by $H_Z$: it preserves spin and does not mix $p_z$ with the other orbitals, whereas for each spin one of the two states contains $p_z$ alone and the other contains $p_x$ and $p_y$. The two expectation values are opposite, so the splitting is twice the magnitude of one of them. The spin and orbital parts are

$$\langle\sigma_z\rangle=0.6153+0.2812-0.1035=0.793,$$
$$\langle\ell_z\rangle=y_1(-i)(iy_2)+(-iy_2)(i)y_1=2y_1y_2=-0.832 .$$

They nearly cancel, leaving $-0.039$. The first-order splitting is

$$2\times0.039\times5.788\times10^{-4}\ \text{eV}\approx4.5\times10^{-5}\ \text{eV},$$

in agreement with the full diagonalization at this precision. For this field direction the splitting is small because of the cancellation. The cancellation also makes the number sensitive to the spin factor: with 2.0023 in place of 2 it becomes $4.40\times10^{-5}$ eV. The size depends on direction, and the same field splits the pair by $6.6\times10^{-4}$ eV along $x$ and by $7.8\times10^{-5}$ eV along $y$. In none of these cases is the splitting zero: once a time-odd term is present, the double degeneracy is no longer guaranteed.

## Calculated quantities

```
real parameters of matrices commuting with T, n = 2: 16
real parameters of a general complex matrix, n = 2: 32
q1 parts (1, i, j, k): 1 2 3 -1
q2 parts (1, i, j, k): 2 -1 1 1
q1 q2 parts (1, i, j, k): 2 7 6 4
q2 q1 parts (1, i, j, k): 2 -1 8 -6
squared norms of q1, q2, q1 q2: 15 7 105
orbital energies d_x, d_y, d_z (eV): 0.0 0.1 0.3
spin-orbit parameter xi (eV): 0.2
lambda = xi/2 (eV): 0.1
Q part 1, row x (eV): 0.0 0.0 0.0
Q part 1, row y (eV): 0.0 0.1 0.0
Q part 1, row z (eV): 0.0 0.0 0.3
Q part i, row x (eV): 0.0 -0.1 0.0
Q part i, row y (eV): 0.1 0.0 0.0
Q part i, row z (eV): 0.0 0.0 0.0
Q part j, row x (eV): 0.0 0.0 0.1
Q part j, row y (eV): 0.0 0.0 0.0
Q part j, row z (eV): -0.1 0.0 0.0
Q part k, row x (eV): 0.0 0.0 0.0
Q part k, row y (eV): 0.0 0.0 -0.1
Q part k, row z (eV): 0.0 0.1 0.0
real matrix R, row x (eV): 0.0 0.1 -0.1
real matrix R, row y (eV): 0.1 0.1 0.1
real matrix R, row z (eV): -0.1 0.1 0.3
three eigenvalues of R (eV): -0.108613 0.157199 0.351414
six eigenvalues of H (eV): -0.108613 -0.108613 0.157199 0.157199 0.351414 0.351414
three eigenvalues of R (1e-20 J): -1.7402 2.5186 5.6303
lowest eigenvector y of R: 0.7844 -0.5302 0.3217
its squared components: 0.6153 0.2812 0.1035
six eigenvalues for d = 0 (eV): -0.2000 -0.2000 0.1000 0.1000 0.1000 0.1000
magnetic field (T): 10
Bohr magneton times field (eV): 5.7884e-04
structure violation of Zeeman matrix (eV): 1.1577e-03
splitting of lowest pair in the field (eV): 4.5044e-05
```
